**Newton-Schulz iteration: convergence to the polar factor and failure beyond √3**

The program tests the iteration X → X(3I − XᵀX)/2, which converges quadratically to the polar factor U = X₀(X₀ᵀX₀)^(-1/2) when all singular values s of X₀ lie between 0 and √3. Symbolic algebra confirms the Newton step and the error laws, and a scan of the scalar map s(3 − s²)/2 confirms the first three sign changes of the limit, at 1.7321, 2.1478 and 2.2212. The columns of X₀ are normalized Gaussians on a grid, and the program asserts that the iteration agrees with U from a singular value decomposition and with Löwdin orthogonalization by diagonalization of the overlap matrix. It also asserts that no randomly generated orthonormal competitor lies nearer to X₀ than U, and that the derivative of the step at U is the stated projection. For four functions 1.5 bohr apart, the output shows the error falling from 7.3 × 10⁻³ to 9.8 × 10⁻⁹ in two steps. At 0.7 bohr the unscaled iteration reaches an orthonormal set with one direction reversed, and scaling by the row-sum bound restores the correct limit. Ten functions 0.5 bohr apart have a singular value above √5, and the iteration diverges.

## Program and output

```python
"""
Result under test: the Newton-Schulz iteration X -> X (3 I - X^T X) / 2
converges quadratically to the polar factor U = X0 (X0^T X0)^(-1/2) when all
singular values s of X0 lie in (0, sqrt 3). Between sqrt 3 and sqrt 5 each
singular value tends to +1 or -1 in alternating windows (to 0 at the window
edges), and above sqrt 5 it diverges.
Symbols: X0 = matrix whose columns are functions on a grid, S = X0^T X0 their
overlap matrix, W, s, V = singular vectors and values, f = scalar map.
Lengths are in bohr; matrix elements are dimensionless.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.optimize import brentq

rng = np.random.default_rng(7)
ROOT3, ROOT5 = np.sqrt(3.0), np.sqrt(5.0)


def step(X):
    return X @ (3 * np.eye(X.shape[1]) - X.T @ X) / 2


def run(X, count):
    history = [X]
    for _ in range(count):
        history.append(step(history[-1]))
    return history


def f(s):
    return s * (3 - s * s) / 2


def residual(X):
    return np.linalg.norm(np.eye(X.shape[1]) - X.T @ X, 2)


def steps_needed(X, tolerance=1e-12):
    for count in range(200):
        if residual(X) < tolerance:
            return count
        X = step(X)
    raise AssertionError("no convergence")


# --- symbolic checks of the derivation and of the error laws
x, y, s_, a, b = sp.symbols("x y s a b", positive=True)
root_function = y**-2 - s_**2
newton = y - root_function / sp.diff(root_function, y)
f_sym = sp.expand((s_ * newton).subs(y, x / s_))
assert sp.simplify(f_sym - x * (3 - x**2) / 2) == 0
trial = x * (a + b * x**2)
a_r, b_r = sp.symbols("a_r b_r", real=True)
trial = trial.subs({a: a_r, b: b_r})
coefficients = sp.solve([trial.subs(x, 1) - 1, sp.diff(trial, x).subs(x, 1)],
                        [a_r, b_r])
assert coefficients == {a_r: sp.Rational(3, 2), b_r: -sp.Rational(1, 2)}
assert sp.expand(1 - f_sym - (1 - x)**2 * (2 + x) / 2) == 0
e = 1 - x**2
assert sp.expand(1 - f_sym**2 - e**2 * (3 + e) / 4) == 0
assert sp.simplify(f_sym.subs(x, sp.sqrt(3))) == 0
assert sp.simplify(f_sym.subs(x, sp.sqrt(5)) + sp.sqrt(5)) == 0
slope5 = sp.simplify(-sp.diff(f_sym, x).subs(x, sp.sqrt(5)))
print("Newton coefficients a, b:", coefficients[a_r], coefficients[b_r])
print("slope of -f at sqrt5:", slope5)

# --- scalar map on the guaranteed interval: one step into (0,1], then a rise
values = f(np.linspace(1e-3, ROOT3 - 1e-3, 4001))
assert values.min() > 0 and values.max() <= 1 + 1e-14
for _ in range(60):
    new_values = f(values)
    assert np.all(new_values >= values - 1e-14)
    values = new_values
assert np.max(abs(values - 1)) < 1e-12


# --- windows beyond sqrt 3: observed limits against the threshold recursion
def limit(s):
    for _ in range(200):
        s = f(s)
    return s


scan = np.linspace(0.0005, 2.2295, 2230)
limits = limit(scan)
assert np.max(abs(abs(limits) - 1)) < 1e-12
observed = []
for i in np.nonzero(np.sign(limits[1:]) != np.sign(limits[:-1]))[0]:
    low, high = scan[i], scan[i + 1]
    for _ in range(45):
        middle = (low + high) / 2
        if np.sign(limit(middle)) == np.sign(limits[i]):
            low = middle
        else:
            high = middle
    observed.append((low + high) / 2)
thresholds = [ROOT3]
for _ in range(4):
    target = thresholds[-1]
    thresholds.append(brentq(lambda s: -f(s) - target, ROOT3, ROOT5,
                             xtol=1e-14))
assert len(observed) == 3
assert np.allclose(observed, thresholds[:3], atol=1e-10, rtol=0)
for n in range(4):
    centre = (thresholds[n] + thresholds[n + 1]) / 2
    assert abs(limit(centre) - (-1)**(n + 1)) < 1e-12
gaps = ROOT5 - np.array(thresholds)
ratios = gaps[:-1] / gaps[1:]
assert abs(ratios[-1] - float(slope5)) < 0.02
print("sqrt3, sqrt5: %.6f %.6f" % (ROOT3, ROOT5))
print("thresholds a1..a5:", " ".join("%.6f" % t for t in thresholds))
print("observed sign changes:", " ".join("%.6f" % t for t in observed))
print("ratios of distances to sqrt5:", " ".join("%.3f" % r for r in ratios))

# --- Gaussians on a grid
exponent, h = 0.5, 0.05
grid = np.arange(-240, 241) * h


def gaussians(number, spacing):
    centres = spacing * (np.arange(number) - (number - 1) / 2)
    norm = (2 * exponent / np.pi)**0.25
    X = np.sqrt(h) * norm * np.exp(
        -exponent * (grid[:, None] - centres[None, :])**2)
    analytic = np.exp(-exponent * (centres[:, None] - centres[None, :])**2 / 2)
    assert np.allclose(X.T @ X, analytic, atol=1e-12)
    return X


print("exponent %.2f bohr^-2, grid step %.2f bohr, %d points"
      % (exponent, h, len(grid)))

# --- convergent case: four functions 1.5 bohr apart
X0 = gaussians(4, 1.5)
S = X0.T @ X0
W, s, Vt = np.linalg.svd(X0, full_matrices=False)
U = W @ Vt
eigenvalues, vectors = eigh(S)
lowdin = X0 @ (vectors / np.sqrt(eigenvalues)) @ vectors.T
assert s[0] < ROOT3
assert np.allclose(U, lowdin, atol=1e-12)
history = run(X0, 9)
assert np.allclose(history[-1], lowdin, atol=1e-12)
errors = [np.linalg.norm(X - U, 2) for X in history]
residuals = [residual(X) for X in history]
print("A: 4 functions, spacing 1.5 bohr")
print("A overlaps, neighbours 1,2,3:", " ".join("%.6f" % v for v in S[0, 1:]))
print("A singular values:", " ".join("%.6f" % v for v in s))
print("A step | smallest s | largest s | |X-U|_2 | |I-X^T X|_2")
for k, X in enumerate(history):
    sk = np.linalg.svd(X, compute_uv=False)
    print("A %d  %.8f  %.8f  %.3e  %.3e"
          % (k, sk[-1], sk[0], errors[k], residuals[k]))
tested = 0
for k in range(1, 9):
    assert residuals[k + 1] <= residuals[k]**2 + 1e-13
    if 1e-5 < errors[k] < 1e-2:
        error_ratio = errors[k + 1] / errors[k]**2
        residual_ratio = residuals[k + 1] / residuals[k]**2
        assert abs(error_ratio - 1.5) < 0.015
        assert abs(residual_ratio - 0.75) < 0.0075
        print("A from step %d: error ratio %.4f, residual ratio %.4f"
              % (k, error_ratio, residual_ratio))
        tested += 1
assert tested >= 1

# nearest matrix with orthonormal columns, against random competitors
best = np.linalg.norm(X0 - U)
for size in np.geomspace(1e-3, 3, 300):
    Q, R = np.linalg.qr(U + size * rng.normal(size=U.shape))
    Q = Q * np.sign(np.diag(R))
    assert np.linalg.norm(X0 - Q) >= best - 1e-12

# derivative of the step at U is a projection, zero on U H with H symmetric
E = rng.normal(size=U.shape)
H = rng.normal(size=(4, 4))
H = H + H.T


def numerical_derivative(direction, t=1e-5):
    return (step(U + t * direction) - step(U - t * direction)) / (2 * t)


projected = E - U @ (U.T @ E + E.T @ U) / 2
assert np.allclose(numerical_derivative(E), projected, atol=1e-7)
assert np.allclose(numerical_derivative(projected), projected, atol=1e-7)
assert np.allclose(numerical_derivative(U @ H), 0, atol=1e-7)

# --- wrong limit: four functions 0.7 bohr apart
X0 = gaussians(4, 0.7)
S = X0.T @ X0
W, s, Vt = np.linalg.svd(X0, full_matrices=False)
U = W @ Vt
assert ROOT3 < s[0] < thresholds[1] and s[1] < ROOT3
history = run(X0, 60)
wrong = history[-1]
v = Vt[0]
signed = [W[:, 0] @ X @ v for X in history]
for k in range(12):
    assert abs(signed[k + 1] - f(signed[k])) < 1e-11
assert residual(wrong) < 1e-12
assert np.allclose(wrong, U @ (np.eye(4) - 2 * np.outer(v, v)), atol=1e-11)
trace_right, trace_wrong = np.trace(U.T @ X0), np.trace(wrong.T @ X0)
assert abs(trace_right - s.sum()) < 1e-11
assert abs(trace_wrong - (s.sum() - 2 * s[0])) < 1e-11
print("B: 4 functions, spacing 0.7 bohr")
print("B singular values:", " ".join("%.6f" % q for q in s))
print("B signed largest value, steps 0-6:",
      " ".join("%.5f" % q for q in signed[:7]))
print("B steps to residual 1e-12, unscaled:", steps_needed(X0))
print("B final |I-X^T X|_2 below 1e-12:", bool(residual(wrong) < 1e-12))
print("B |limit-U|_2: %.6f" % np.linalg.norm(wrong - U, 2))
print("B sum of overlaps with parents, U: %.6f" % trace_right)
print("B sum of overlaps with parents, limit: %.6f" % trace_wrong)
print("B Frobenius distance to X0, U: %.6f" % np.linalg.norm(X0 - U))
print("B Frobenius distance to X0, limit: %.6f" % np.linalg.norm(X0 - wrong))

# scaling by the row-sum bound restores the right limit
row_sum = np.max(np.sum(abs(S), axis=1))
scaled = X0 / np.sqrt(row_sum)
scaled_s = np.linalg.svd(scaled, compute_uv=False)
assert scaled_s[0] <= 1
scaled_history = run(scaled, 60)
assert np.allclose(scaled_history[-1], U, atol=1e-11)
smallest = [np.linalg.svd(X, compute_uv=False)[-1] for X in scaled_history]
steps_to_half = next(k for k, q in enumerate(smallest) if q >= 0.5)
bound = np.log(0.5 / scaled_s[-1]) / np.log(1.5)
assert bound <= steps_to_half
print("B largest row sum of S: %.6f" % row_sum)
print("B scaled s, largest and smallest: %.6f %.6f"
      % (scaled_s[0], scaled_s[-1]))
print("B scaled: steps until smallest s >= 1/2: %d (lower bound %.3f)"
      % (steps_to_half, bound))
print("B scaled: steps to residual 1e-12:", steps_needed(scaled))
print("B scaled: |limit-U|_2 below 1e-11:",
      bool(np.linalg.norm(scaled_history[-1] - U, 2) < 1e-11))

# a larger start can land in a window that gives the right limit by accident
accident_s = 2.18
factor = accident_s / s[0]
assert thresholds[1] < accident_s < thresholds[2] and factor * s[1] < ROOT3
accident = run(factor * X0, 60)[-1]
assert np.allclose(accident, U, atol=1e-11)
print("B enlarged by %.6f to largest s %.2f: |limit-U|_2 below 1e-10: %s"
      % (factor, accident_s, bool(np.linalg.norm(accident - U, 2) < 1e-10)))

# --- divergence: ten functions 0.5 bohr apart
X = gaussians(10, 0.5)
norms = [np.linalg.norm(X, 2)]
assert norms[0] > ROOT5
while norms[-1] < 1e6:
    X = step(X)
    norms.append(np.linalg.norm(X, 2))
    assert norms[-1] > norms[-2] and len(norms) < 50
print("C: 10 functions, spacing 0.5 bohr")
print("C largest s by step:", " ".join("%.4g" % q for q in norms))

print("success")
```

Printed output:

```
Newton coefficients a, b: 3/2 -1/2
slope of -f at sqrt5: 6
sqrt3, sqrt5: 1.732051 2.236068
thresholds a1..a5: 1.732051 2.147763 2.221228 2.233591 2.235655
observed sign changes: 1.732051 2.147763 2.221228
ratios of distances to sqrt5: 5.708 5.950 5.992 5.999
exponent 0.50 bohr^-2, grid step 0.05 bohr, 481 points
A: 4 functions, spacing 1.5 bohr
A overlaps, neighbours 1,2,3: 0.569783 0.105399 0.006330
A singular values: 1.421147 1.120314 0.745959 0.410834
A step | smallest s | largest s | |X-U|_2 | |I-X^T X|_2
A 0  0.41083387  1.42114661  5.892e-01  1.020e+00
A 1  0.58157962  0.97741609  4.184e-01  6.618e-01
A 2  0.77401418  0.99924071  2.260e-01  4.009e-01
A 3  0.92916612  0.99999914  7.083e-02  1.367e-01
A 4  0.99265154  1.00000000  7.348e-03  1.464e-02
A 5  0.99991920  1.00000000  8.080e-05  1.616e-04
A 6  0.99999999  1.00000000  9.793e-09  1.959e-08
A 7  1.00000000  1.00000000  5.823e-16  5.811e-16
A 8  1.00000000  1.00000000  6.581e-16  4.459e-16
A 9  1.00000000  1.00000000  6.490e-16  2.224e-16
A from step 4: error ratio 1.4963, residual ratio 0.7537
A from step 5: error ratio 1.5000, residual ratio 0.7500
B: 4 functions, spacing 0.7 bohr
B singular values: 1.769460 0.882850 0.292840 0.061881
B signed largest value, steps 0-6: 1.76946 -0.11589 -0.17306 -0.25700 -0.37701 -0.53872 -0.72990
B steps to residual 1e-12, unscaled: 12
B final |I-X^T X|_2 below 1e-12: True
B |limit-U|_2: 2.000000
B sum of overlaps with parents, U: 3.007032
B sum of overlaps with parents, limit: -0.531889
B Frobenius distance to X0, U: 1.409232
B Frobenius distance to X0, limit: 3.010611
B largest row sum of S: 3.382038
B scaled s, largest and smallest: 0.962170 0.033649
B scaled: steps until smallest s >= 1/2: 7 (lower bound 6.656)
B scaled: steps to residual 1e-12: 13
B scaled: |limit-U|_2 below 1e-11: True
B enlarged by 1.232014 to largest s 2.18: |limit-U|_2 below 1e-10: True
C: 10 functions, spacing 0.5 bohr
C largest s by step: 2.385 3.205 11.65 773.2 2.311e+08
success
```
